# Where the Cahill conductivity of an amorphous memory layer comes from: a numerical check

```python
# Result under test: the Cahill minimum thermal conductivity
#   kappa = (pi/6)^(1/3) kB n^(2/3) sum_i v_i (T/Theta_i)^2
#           * integral_0^(Theta_i/T) x^3 e^x/(e^x-1)^2 dx
# and its high-temperature limit
#   kappa_inf = (1/2) (pi/6)^(1/3) kB n^(2/3) (v_L + 2 v_T).
# n: atoms per volume; v_i: sound speed of branch i (one longitudinal,
# two transverse); Theta_i = hbar v_i k_D/kB; k_D = (6 pi^2 n)^(1/3).
# Every mode has lifetime pi/omega, so its mean free path is pi/k.
# The program works in SI units and converts when printing.
import numpy as np
from scipy.integrate import quad
from scipy.constants import hbar, k as kB, e as charge, pi

density = 3.0e28
v_long, v_trans = 2250.0, 1350.0
branches = [v_long, v_trans, v_trans]
k_debye = (6 * pi**2 * density) ** (1 / 3)
prefactor = (pi / 6) ** (1 / 3) * kB * density ** (2 / 3)


def debye_temperature(v):
    return hbar * v * k_debye / kB


def heat_fraction(x):
    """Heat capacity of one mode divided by kB."""
    return (0.5 * x / np.sinh(0.5 * x)) ** 2


def branch_kappa(v, T):
    X = debye_temperature(v) / T
    integral = quad(lambda x: x**3 * np.exp(x) / np.expm1(x)**2, 0, X)[0]
    return prefactor * v * integral / X**2


def kappa(T):
    return sum(branch_kappa(v, T) for v in branches)


kappa_inf = 0.5 * prefactor * sum(branches)

# Explicit plane waves in a periodic box holding n_atoms atoms.
# The half-step shift (antiperiodic boundaries) avoids k = 0.
n_atoms = 200000
volume = n_atoms / density
axis = np.arange(-40, 40) + 0.5
mx, my, mz = np.meshgrid(axis, axis, axis, indexing="ij")
m_squared = (mx**2 + my**2 + mz**2).ravel()
lowest = np.argsort(m_squared, kind="stable")[:n_atoms]
k_step = 2 * pi / volume ** (1 / 3)
k_size = k_step * np.sqrt(m_squared[lowest])
k_x = k_step * mx.ravel()[lowest]


def box_terms(v, T=None):
    """Contribution of each counted mode; T=None is the classical limit."""
    omega = v * k_size
    c = kB if T is None else kB * heat_fraction(hbar * omega / (kB * T))
    return c * (v * k_x / k_size) ** 2 * (pi / omega) / volume


box_inf = sum(box_terms(v).sum() for v in branches)
box_300 = sum(box_terms(v, 300.0).sum() for v in branches)
box_100 = sum(box_terms(v, 100.0).sum() for v in branches)
# Tolerance covers the finite spacing of wavevectors in the box.
assert abs(k_size.max() / k_debye - 1) < 2e-3
assert abs(box_inf / kappa_inf - 1) < 2e-3
assert abs(box_300 / kappa(300.0) - 1) < 2e-3
assert abs(box_100 / kappa(100.0) - 1) < 2e-3
assert round(box_inf, 2) == 0.27 and round(kappa_inf, 2) == 0.27

# Share carried by the upper half of the wavenumber range.
terms = box_terms(v_long)
upper_share = terms[k_size > 0.5 * k_size.max()].sum() / terms.sum()
assert abs(upper_share - 0.75) < 3e-3

# Flux of one mode frequency in a temperature gradient, found by following
# straight flights back to the place of the last scattering event.
T_mid = 300.0
omega_test = 0.5 * v_long * k_debye
tau_test = pi / omega_test
drop_per_path = 0.1
gradient = drop_per_path / (v_long * tau_test)
mu, w_mu = np.polynomial.legendre.leggauss(16)
s, w_s = np.polynomial.laguerre.laggauss(16)
T_origin = T_mid - drop_per_path * np.outer(mu, s)
energy = hbar * omega_test / np.expm1(hbar * omega_test / (kB * T_origin))
flux = 0.5 * np.sum(w_mu * v_long * mu * (energy @ w_s))
mode_kappa = -flux / gradient
x_test = hbar * omega_test / (kB * T_mid)
mode_formula = kB * heat_fraction(x_test) * v_long**2 * tau_test / 3
# Tolerance covers the second-order effect of the finite gradient.
assert abs(mode_kappa / mode_formula - 1) < 1e-5

# Expansion at high temperature against quadrature.
series_300 = 0.0
for v in branches:
    X = debye_temperature(v) / 300.0
    series_300 += 0.5 * prefactor * v * (1 - X**2 / 24 + X**4 / 720)
assert abs(series_300 / kappa(300.0) - 1) < 1e-5
temperatures = [100.0, 300.0, 600.0, 900.0]
values = [kappa(T) for T in temperatures]
assert all(a < b for a, b in zip(values, values[1:] + [kappa_inf]))

# Neglected effect: dispersion omega = v k_D (2/pi) sin(pi u/2), u = k/k_D.
bent_period = 2 * quad(
    lambda u: u**2 * np.cos(pi * u / 2)**2
    / ((2 / pi) * np.sin(pi * u / 2)), 0, 1)[0]
bent_wave = 2 * quad(lambda u: u * np.cos(pi * u / 2), 0, 1)[0]
assert abs(bent_wave - (4 / pi - 8 / pi**2)) < 1e-10
assert bent_period < bent_wave < 1

# Neglected effect: path not allowed to fall below the atomic spacing.
spacing = density ** (-1 / 3)
shortest_path = pi / k_debye
u_floor = shortest_path / spacing
floor_factor = 2 * quad(lambda u: u**2 * max(1 / u, 1 / u_floor),
                        0, 1, points=[u_floor])[0]
assert shortest_path < spacing and floor_factor > 1

# Neglected effect: longest waves cross the whole film (classical limit).
thickness = 50e-9
long_limit = 0.1
long_extra = sum(
    kB * v * k_debye**3 / (6 * pi**2)
    * quad(lambda u: u**2 * thickness - u * shortest_path,
           0, long_limit)[0] for v in branches)

# Neglected effect: resistance of two interfaces in series with the film.
interface_conductance = 50e6
film_resistance = thickness / kappa(300.0)
interface_resistance = 2 / interface_conductance
kappa_effective = thickness / (film_resistance + interface_resistance)

# Neglected effect: electronic heat conduction, Wiedemann-Franz estimate.
lorenz = pi**2 / 3 * (kB / charge) ** 2
sigma_poor, sigma_good = 1e-3 * 100, 300.0 * 100
electron_poor = lorenz * sigma_poor * 300.0
electron_good = lorenz * sigma_good * 300.0
sigma_equal = kappa(300.0) / (lorenz * 300.0)

to_ev = 1e-18 / charge
print(f"atomic density: {density:.1e} m^-3")
print(f"sound speeds L, T: {v_long:.0f}, {v_trans:.0f} m/s")
print(f"cutoff wavenumber k_D: {k_debye*1e-9:.3f} nm^-1")
print(f"Debye temperature L: {debye_temperature(v_long):.1f} K")
print(f"Debye temperature T: {debye_temperature(v_trans):.1f} K")
print(f"coefficient (1/2)(pi/6)^(1/3): {0.5*(pi/6)**(1/3):.5f}")
print(f"n^(2/3): {density**(2/3):.4e} m^-2")
print(f"speed sum v_L + 2 v_T: {sum(branches):.0f} m/s")
print(f"high-T limit, L branch: {0.5*prefactor*v_long:.4f} W/(m K)")
print(f"high-T limit, each T branch: {0.5*prefactor*v_trans:.4f} W/(m K)")
print(f"high-T limit, total: {kappa_inf:.4f} W/(m K)")
print(f"high-T limit, converted: {kappa_inf*to_ev:.3f} eV/(ns nm K)")
for T, value in zip(temperatures, values):
    print(f"kappa at {T:.0f} K: {value:.4f} W/(m K)")
print(f"kappa at 300 K, converted: {kappa(300.0)*to_ev:.3f} eV/(ns nm K)")
print(f"300 K value below limit by: {100*(1-kappa(300.0)/kappa_inf):.2f} %")
print(f"series value at 300 K: {series_300:.4f} W/(m K)")
print(f"modes per branch in box: {n_atoms}")
print(f"box sum, high-T limit: {box_inf:.4f} W/(m K)")
print(f"box sum, 300 K: {box_300:.4f} W/(m K)")
print(f"box sum, 100 K: {box_100:.4f} W/(m K)")
print(f"share from upper half of k range: {100*upper_share:.1f} %")
print(f"flux test, numerical/formula: {mode_kappa/mode_formula:.7f}")
print(f"shortest mean free path: {shortest_path*1e9:.3f} nm")
print(f"atomic spacing n^(-1/3): {spacing*1e9:.3f} nm")
print("Neglected effects (rough inputs):")
print(f"bent dispersion, half-period life: factor {bent_period:.3f}")
print(f"  high-T kappa then: {bent_period*kappa_inf:.3f} W/(m K)")
print(f"bent dispersion, half-wave path: factor {bent_wave:.3f}")
print(f"  high-T kappa then: {bent_wave*kappa_inf:.3f} W/(m K)")
print(f"path floored at spacing: factor {floor_factor:.3f}")
print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"long waves: k below {long_limit:.1f} k_D, path = thickness")
print(f"  added conductivity: {long_extra:.3f} W/(m K)")
print(f"interface conductance: {interface_conductance*1e-6:.0f} MW/(m^2 K)")
print(f"film resistance, 300 K: {film_resistance*1e9:.0f} m^2 K/GW")
print(f"two interfaces: {interface_resistance*1e9:.0f} m^2 K/GW")
print(f"effective kappa with interfaces: {kappa_effective:.3f} W/(m K)")
print(f"Lorenz number: {lorenz:.3e} W ohm/K^2")
print(f"poor conductor: {sigma_poor/100:.0e} S/cm")
print(f"  electronic kappa, 300 K: {electron_poor:.1e} W/(m K)")
print(f"good conductor: {sigma_good/100:.0f} S/cm")
print(f"  electronic kappa, 300 K: {electron_good:.3f} W/(m K)")
print(f"electrons equal lattice at: {sigma_equal/100:.0f} S/cm (300 K)")
print("no test failed")
```

Printed output:

```
atomic density: 3.0e+28 m^-3
sound speeds L, T: 2250, 1350 m/s
cutoff wavenumber k_D: 12.111 nm^-1
Debye temperature L: 208.1 K
Debye temperature T: 124.9 K
coefficient (1/2)(pi/6)^(1/3): 0.40300
n^(2/3): 9.6549e+18 m^-2
speed sum v_L + 2 v_T: 4950 m/s
high-T limit, L branch: 0.1209 W/(m K)
high-T limit, each T branch: 0.0725 W/(m K)
high-T limit, total: 0.2659 W/(m K)
high-T limit, converted: 1.660 eV/(ns nm K)
kappa at 100 K: 0.2379 W/(m K)
kappa at 300 K: 0.2625 W/(m K)
kappa at 600 K: 0.2650 W/(m K)
kappa at 900 K: 0.2655 W/(m K)
kappa at 300 K, converted: 1.638 eV/(ns nm K)
300 K value below limit by: 1.29 %
series value at 300 K: 0.2625 W/(m K)
modes per branch in box: 200000
box sum, high-T limit: 0.2659 W/(m K)
box sum, 300 K: 0.2625 W/(m K)
box sum, 100 K: 0.2379 W/(m K)
share from upper half of k range: 75.0 %
flux test, numerical/formula: 1.0000000
shortest mean free path: 0.259 nm
atomic spacing n^(-1/3): 0.322 nm
Neglected effects (rough inputs):
bent dispersion, half-period life: factor 0.329
  high-T kappa then: 0.088 W/(m K)
bent dispersion, half-wave path: factor 0.463
  high-T kappa then: 0.123 W/(m K)
path floored at spacing: factor 1.044
film thickness: 50 nm
long waves: k below 0.1 k_D, path = thickness
  added conductivity: 0.032 W/(m K)
interface conductance: 50 MW/(m^2 K)
film resistance, 300 K: 190 m^2 K/GW
two interfaces: 40 m^2 K/GW
effective kappa with interfaces: 0.217 W/(m K)
Lorenz number: 2.443e-08 W ohm/K^2
poor conductor: 1e-03 S/cm
  electronic kappa, 300 K: 7.3e-07 W/(m K)
good conductor: 300 S/cm
  electronic kappa, 300 K: 0.220 W/(m K)
electrons equal lattice at: 358 S/cm (300 K)
no test failed
```
